Two-component current density through order c⁻² from the Gordon decomposition

## First half: from the Dirac current to its three parts

A Dirac electron carries a current without any visible derivative: the current operator is cα. A two-component description of the same electron has a current full of derivatives, spins and potentials. The two must describe the same flow, so the operator has to be transformed together with the wave function. This transformation of an operator is called its picture change. The problem is to carry it out for the current density, keeping every term through order c⁻².

**Conventions.** Atomic units are used, ħ = m = e = 1, and the electron has charge −1. V(r) is its potential energy and A(r) the vector potential; both are static, local and smooth. The kinetic momentum is π = p + A with p = −i∇, and B = ∇×A. The Dirac equation is

i∂ₜψ = (cα·π + βc² + V)ψ. (1)

Here β = diag(1, 1, −1, −1), the matrices α_k have the Pauli matrices σ_k in their off-diagonal blocks, and Σ_k has σ_k in both diagonal blocks. Repeated indices are summed. The algebra needed is

α_kβ = −βα_k,  α_kα_j = δ_kj + iε_kjl Σ_l,  σ_kσ_j = δ_kj + iε_kjl σ_l.

An expression such as (π_jψ)†ψ means that π_j acts on ψ before the adjoint is taken. Orders are counted with V, A and the momenta held fixed while c grows. There is one electron in given classical fields; electron–electron terms and the quantized field are left out.

### (a) Identify the particle current, and split it by means of the Dirac equation

Find the current that belongs to the density ψ†ψ. Then use (1) to replace ψ inside this current, treating ψ and ψ† alike, and sort the result.

**Solution.** In ∂ₜ(ψ†ψ) the Hermitian multiplications by V, βc² and cα·A cancel between ψ and ψ†. The derivative term remains:

∂ₜ(ψ†ψ) = −ic[ψ†α_k(−i∂_kψ) − (i∂_kψ†)α_kψ]
= −c[ψ†α_k∂_kψ + (∂_kψ†)α_kψ]
= −∇·(cψ†αψ).

The particle current is therefore j = cψ†αψ, and the electric current density is −j.

Equation (1) can be solved for the term with βc². Since β² = 1,

ψ = (1/c²) β(E − cα·π)ψ, where Eψ = i∂ₜψ − Vψ.

Write j_k as half of itself plus half of itself. Insert this expression for ψ in the first half and its adjoint for ψ† in the second:

j_k = (1/(2c)) { ψ†α_kβ(E − cα·π)ψ + [(E − cα·π)ψ]†βα_kψ }.

*Terms with E.* Moving β to the left in the first term costs a sign, and (Eψ)† = −i∂ₜψ† − Vψ†. Together they give

−ψ†βα_k(i∂ₜψ − Vψ) + (−i∂ₜψ† − Vψ†)βα_kψ = −i∂ₜ(ψ†βα_kψ).

The two V terms have opposite signs and cancel. This needs V to be a local multiplication; a non-local potential would leave a remainder here.

*Terms with π.* Again β is moved to the left. The minus sign in front of cα·π and the sign from the exchange combine to a plus:

c[ψ†βα_kα_jπ_jψ + (π_jψ)†βα_jα_kψ].

With the prefactor 1/(2c), the δ_kj parts of the two products give

½[ψ†βπ_kψ + (π_kψ)†βψ] = Re ψ†βπ_kψ.

In the ε parts, ε_jkl = −ε_kjl, so they are

(i/2)ε_kjl[ψ†βΣ_lπ_jψ − (π_jψ)†βΣ_lψ].

The vector potential cancels in this bracket, and the derivatives combine to −i∂_j(ψ†βΣ_lψ). Since i·(−i) = 1, the result is ½ε_kjl∂_j(ψ†βΣ_lψ), the k component of half a curl. Altogether

j = Re ψ†βπψ + ½∇×(ψ†βΣψ) − (i/(2c)) ∂ₜ(ψ†βαψ). (2)

This is the Gordon decomposition. The first part has the form of a momentum density and is called convective. The second is half the curl of ψ†βΣψ, a spin density in which the lower components count negatively. Being a curl, it has no divergence. The third is the time derivative of a vector density, as a polarization current is. No approximation has been made in (2).

### (b) Express ψ by a normalized two-component function, and find its Hamiltonian

Let φ_L and χ be the upper and lower two-spinors of ψ, for a solution built from positive-energy states. Find both through the order that (2) needs, in terms of a two-spinor φ with ∫φ†φ = ∫ψ†ψ. Find the Hamiltonian of φ through c⁻².

**Solution.** Take out the rest energy by ψ → exp(−ic²t)ψ. Bilinear expressions such as those in (2) do not notice this phase. With D = σ·π, equation (1) becomes

i∂ₜφ_L = Vφ_L + cDχ,
i∂ₜχ = cDφ_L + (V − 2c²)χ.

For positive-energy states of moderate momentum, i∂ₜ no longer contains c², so the second line can be solved by iteration:

χ = Dφ_L/(2c) − (1/(2c²))(i∂ₜ − V)χ
= Dφ_L/(2c) − (1/(4c³))(i∂ₜ − V)Dφ_L + O(c⁻⁵).

Inserting the first term into the upper equation gives the Pauli equation i∂ₜφ_L = (V + D²/2)φ_L at leading order. Here

D² = π² + σ·B,

because the ε part of σ_kσ_jπ_kπ_j contains the commutator of two components of p + A. In the correction to χ the leading equation may be used. D is static, so

(i∂ₜ − V)Dφ_L = D(V + D²/2)φ_L − VDφ_L = ([D,V] + D³/2)φ_L.

Hence

χ = Dφ_L/(2c) − (1/(4c³))([D,V] + D³/2)φ_L + O(c⁻⁵). (3)

For the norm, χ = Dφ_L/(2c) suffices. Since D is Hermitian,

∫ψ†ψ = ∫φ_L†(1 + D²/(4c²))φ_L + O(c⁻⁴).

The normalized function is φ = (1 + D²/(8c²))φ_L, the positive Hermitian square root. A further unitary transformation of φ would also preserve the norm; choosing the positive root fixes the Foldy–Wouthuysen picture used here. Inverting,

φ_L = (1 − D²/(8c²))φ + O(c⁻⁴),  χ = Dφ/(2c) + O(c⁻³). (4)

The Hamiltonian follows from (3). Inserted into the upper equation, it gives for φ_L the operator

H_L = V + D²/2 − (1/(4c²))(D[D,V] + D⁴/2).

Passing to φ adds (1/(8c²))[D², V + D²/2] = (1/(8c²))(D[D,V] + [D,V]D). The sum is

H = V + D²/2 − D⁴/(8c²) − (1/(8c²))[D,[D,V]].

To evaluate the double commutator, start from [D,V] = −iσ·∇V. The product rule for Pauli matrices gives

[D, σ·∇V] = [π_j, ∂_jV] + iε_jkl σ_l(π_j∂_kV + ∂_kV π_j)
= −i∇²V − 2iσ·(∇V×π).

In the second line the term ε_jkl∂_j∂_kV vanished by symmetry. Multiplication by −i gives [D,[D,V]] = −∇²V − 2σ·(∇V×π), and so

H = V + D²/2 − D⁴/(8c²) + ∇²V/(8c²) + σ·(∇V×π)/(4c²). (5)

These are the Pauli terms, the mass–velocity, Darwin and spin–orbit terms.

The value of the Gordon form can now be seen by counting powers. In cψ†αψ = 2c Re φ_L†σχ, the small component is multiplied by c and must be known to order c⁻³. In (2), χ appears either twice or with a factor 1/c, so (4) is enough.

### (c) Find the convective and spin-curl parts

Evaluate the first two terms of (2) through c⁻², and check the convective part for a free plane wave.

**Solution.** Introduce

n = φ†φ,  s = φ†σφ,  u = Dφ,  w = D²φ,  h = D³φ.

The matrix β gives the lower components a minus sign, so

ψ†βπψ = φ_L†πφ_L − χ†πχ.

With (4), the factor 1 − D²/(8c²) acts once on the right and once on the left function:

φ_L†πφ_L = φ†πφ − (1/(8c²))(φ†πw + w†πφ).

The small components contribute −u†πu/(4c²). Hence

j_conv = Re φ†πφ − (1/(8c²)) Re(φ†πw + w†πφ) − (1/(4c²)) Re u†πu. (6)

In the same way ψ†βΣψ = φ_L†σφ_L − χ†σχ. The two cross terms φ†σw and w†σφ are complex conjugates, so their sum is 2 Re φ†σw, which turns 1/8 into 1/4:

j_curl = ½∇×{ s − (1/(4c²))[Re φ†σw + u†σu] }. (7)

For a free plane wave of momentum p, without fields, w = p²φ and u†πu = p²np. Then (6) gives

j_conv = np[1 − p²/(4c²) − p²/(4c²)] = np[1 − p²/(2c²)].

This is n times the relativistic velocity p/√(1 + p²/c²) expanded to the same order. Half of the correction comes from the normalization of the upper component, half from the lower one. The spin-curl part vanishes because every density is uniform.

### (d) Find the polarization part and uncover the spin–orbit current

Write the third term of (2) as the time derivative of a two-component density. Then carry out the time derivative.

**Solution.** The vector under the time derivative is

ψ†βαψ = φ_L†σχ − χ†σφ_L = (1/(2c))(φ†σu − u†σφ) + O(c⁻³).

The product rule for σ_kσ_j in φ†σ_kσ_jπ_jφ, minus the complex conjugate, gives

φ†σ_ku − c.c. = [φ†π_kφ − (π_kφ)†φ] + 2iε_kjl Re φ†σ_lπ_jφ.

The bracket is −i∂_kn. In the second term, ε_kjl σ_lπ_j = −(σ×π)_k. So

φ†σu − u†σφ = −i d,  d = ∇n + 2 Re φ†(σ×π)φ. (8)

The prefactors combine as −(i/(2c))·(1/(2c))·(−i) = −1/(4c²):

j_pol = −(1/(4c²)) ∂ₜd. (9)

The factor c⁻² is already present, so ∂ₜd may be taken from the Pauli equation ∂ₜφ = −i(V + D²/2)φ; the error is of order c⁻⁴. Equation (8) says d = −2 Im φ†σu. The function u changes according to

∂ₜu = D∂ₜφ = −i(Vu + [D,V]φ + h/2) = −iVu − (σ·∇V)φ − (i/2)h.

The adjoint of the Pauli equation is ∂ₜφ† = i(Vφ† + w†/2). In ∂ₜ(φ†σu) the terms with V itself cancel, leaving

∂ₜ(φ†σu) = −φ†σ(σ·∇V)φ − (i/2)(φ†σh − w†σu).

For the first term the product rule gives φ†σ(σ·∇V)φ = n∇V + i∇V×s. With its minus sign, its imaginary part is −∇V×s = s×∇V. The imaginary part of −(i/2)Z is −½Re Z. Since w†σu and u†σw have the same real part,

∂ₜd = −2 s×∇V + Re(φ†σh − u†σw), (10)

j_pol = (1/(2c²)) s×∇V − (1/(4c²)) Re(φ†σh − u†σw). (11)

The first term is the explicit spin–orbit current. It is perpendicular to the spin density and to the electric force −∇V. It arises because this force changes the momentum inside d, and it comes with a kinetic partner of the same order in c.

## Second half: one formula, its density, continuity and numbers

The symbols are those of the first half: φ is the normalized Foldy–Wouthuysen two-spinor, π = p + A, D = σ·π, n = φ†φ, s = φ†σφ, u = Dφ, w = D²φ and h = D³φ. The fields V and A are static. The particle current is j = j_conv + j_curl + j_pol, given by (6), (7) and (11). The vector d is defined in (8) by φ†σu − u†σφ = −i d, its rate of change is (10), and the Hamiltonian of φ is (5).

### (e) Combine the three parts, and confirm the sum by a second route

The convective and curl parts are separately long. Find an identity that joins them, and write j in as few terms as possible. Then check the result directly from cψ†αψ.

**Solution.** For any two-spinors f and g, apply the product rule to σ_kσ_jπ_jg and to its counterpart on the left:

f†σ_kDg = f†π_kg + iε_kjl f†σ_lπ_jg,
(Df)†σ_kg = (π_kf)†g − iε_kjl (π_jf)†σ_lg.

In half the sum, the ε terms combine into a derivative just as in part (a):

½[f†σDg + (Df)†σg] = ½[f†πg + (πf)†g] + ½∇×(f†σg). (12)

Three choices are needed, and the real part is taken each time:

- f = g = φ: Re φ†σu = Re φ†πφ + ½∇×s.
- f = φ, g = w: ½Re(φ†σh + u†σw) = ½Re(φ†πw + w†πφ) + ½∇×Re φ†σw.
- f = g = u: Re u†σw = Re u†πu + ½∇×(u†σu).

The c⁻² terms of (6) and (7) are −1/(4c²) times the right-hand sides of the second and third lines. Therefore

j_conv + j_curl = Re φ†σu − (1/(8c²)) Re(φ†σh + u†σw) − (1/(4c²)) Re u†σw
= Re φ†σu − (1/(8c²)) Re(φ†σh + 3u†σw).

The kinetic terms of (11), written over 8, are −(1/(8c²))Re(2φ†σh − 2u†σw). Adding them gives

j = Re φ†σu + (1/(2c²)) s×∇V − (1/(8c²)) Re(3φ†σh + u†σw). (13)

The second route uses (3), where χ is known to order c⁻³. With φ_L = φ − w/(8c²) and [D,V] = −iσ·∇V,

χ = u/(2c) − h/(16c³) − h/(8c³) + i(σ·∇V)φ/(4c³)
= u/(2c) − 3h/(16c³) + i(σ·∇V)φ/(4c³).

Inserted into j = 2c Re φ_L†σχ, the four contributions are

Re φ†σu − (1/(8c²))Re w†σu − (3/(8c²))Re φ†σh + (1/(2c²))Re[iφ†σ(σ·∇V)φ].

The last bracket is i(n∇V + i∇V×s), whose real part is s×∇V. This is (13) again. The agreement confirms the coefficient 1/2 of the spin–orbit current, which here comes from the commutator [D,V] in the small component, without use of ∂ₜd.

### (f) Find the density that belongs to this current

Is n = φ†φ the particle density at order c⁻²? If it is not, find the correction.

**Solution.** The density attached to cψ†αψ is ρ = ψ†ψ, and it undergoes a picture change too. From (4),

ρ = φ_L†φ_L + χ†χ = n − (1/(8c²))(φ†w + w†φ − 2u†u).

The bracket is a divergence. For any f and g the vector potential cancels in the following difference, which leaves

f†Dg − (Df)†g = −i∇·(f†σg). (14)

With f = φ and g = u this says φ†w − u†u = −i∇·(φ†σu). The complex conjugate is w†φ − u†u = i∇·(u†σφ). Their sum is

φ†w + w†φ − 2u†u = −i∇·(φ†σu − u†σφ) = −i∇·(−i d) = −∇·d.

Hence

ρ = n + (1/(8c²)) ∇·d. (15)

The correction moves density about without changing the total, provided that d vanishes at the boundary or is periodic. So n is normalized correctly, yet it is not the local particle density of the Dirac electron.

### (g) Verify the continuity equation

Find ∂ₜn from the Hamiltonian (5), add the rate of the correction in (15), and compare with ∇·j.

**Solution.** The rate of n is

∂ₜn = −i[φ†Hφ − (Hφ)†φ].

The multiplications by V and ∇²V cancel. The other three terms are taken in turn.

*The term D²/2.* Subtracting the two relations below (14) from each other gives φ†w − w†φ = −2i∇·Re φ†σu. The factor −i/2 turns this into −∇·Re φ†σu.

*The term −D⁴/(8c²).* Apply (14) twice:

φ†D⁴φ = u†h − i∇·(φ†σh),
u†h = w†w − i∇·(u†σw).

The real quantity w†w drops out when the complex conjugate is subtracted, so

φ†D⁴φ − c.c. = −2i∇·Re(φ†σh + u†σw).

The prefactor is (−i)(−1/(8c²))(−2i) = +1/(4c²). The contribution to ∂ₜn is +(1/(4c²))∇·Re(φ†σh + u†σw).

*The spin–orbit term.* Here A cancels once more:

φ†σ·(∇V×π)φ − c.c. = −iε_ljk (∂_jV)(∂_ks_l).

The derivative ∂_k can be moved in front of the whole product, because ε_ljk∂_k∂_jV = 0. Since ε_ljk s_l∂_jV = (s×∇V)_k, multiplication by −i/(4c²) gives −∇·(s×∇V)/(4c²).

The three results combine to ∂ₜn = −∇·j_n, with

j_n = Re φ†σu − (1/(4c²)) Re(φ†σh + u†σw) + (1/(4c²)) s×∇V. (16)

The correction to the density changes at the rate ∇·∂ₜd/(8c²). So

∂ₜρ = −∇·[j_n − ∂ₜd/(8c²)].

By (10),

−∂ₜd/(8c²) = (1/(4c²)) s×∇V − (1/(8c²)) Re(φ†σh − u†σw).

Add this to (16). The spin–orbit coefficients give 1/4 + 1/4 = 1/2. The coefficient of Re φ†σh is −(2 + 1)/8 = −3/8, and that of Re u†σw is −(2 − 1)/8 = −1/8. The bracket is the current (13), so

j = j_n − ∂ₜd/(8c²),  ∂ₜρ + ∇·j = 0 through order c⁻². (17)

Continuity fixes a current only up to a divergence-free vector, and this holds for j_n as well: ∂ₜn alone would also allow Re φ†πφ, without ½∇×s, as its leading term. The form (16) is singled out as the response of the energy to the vector potential. A change δA adds σ·δA to each factor D and δA to π in (5), and ∫φ†Hφ then changes by ∫j_n·δA. For this j_n the vector relation in (17) holds. The divergence-free part of j itself is fixed by (13), which comes from cψ†αψ.

### (h) Explain the two spin–orbit coefficients and treat stationary states

The current j_n contains s×∇V/(4c²), while j contains twice as much. Which is right, and what happens in a stationary state?

**Solution.** Each coefficient is right for its own density. The velocity operator i[H, r] of the Hamiltonian (5) contains the spin–orbit velocity ∂H/∂p = σ×∇V/(4c²). Taken between φ† and φ, it gives the term s×∇V/(4c²) of j_n, the current that describes the flow of n. The other terms of j_n are not simply Re φ†i[H, r]φ, which at leading order is Re φ†πφ without ½∇×s. The Dirac electron's density is ρ, and the moving difference between ρ and n carries a current of its own. By (9) and (17),

j − j_n = −∂ₜd/(8c²) = ½ j_pol. (18)

This difference supplies the second quarter, together with kinetic terms.

In a stationary state every density is constant in time, so ∂ₜd = 0 and j_pol = 0. Equation (11) then requires

(1/(2c²)) s×∇V = (1/(4c²)) Re(φ†σh − u†σw)

at this order. The explicit spin–orbit current is still there, but its kinetic partner cancels it. Keeping s×∇V and dropping the partner would therefore create a spurious current in every stationary state with s×∇V ≠ 0.

The cancellation does not remove spin–orbit coupling from the stationary current. The spinor φ belongs to H in (5), and its c⁻² changes enter the leading term Re φ†σu. They must be kept if the total is to be correct through c⁻².

### (i) Evaluate the current for a model

Take fields that vary along x with period L = 4 a₀:

V = 2 cos(Kx) hartree,  A_y = 0.5 sin(Kx),  K = 2π/L = 1.5708 a₀⁻¹.

The transverse momenta are k_y = 0.6 and k_z = 0.3. At the chosen instant φ is proportional to (1 + 0.5i e^{iKx}, 0.3 + 0.6 e^{−iKx}), with one electron per period and per a₀² of transverse area. Find the c⁻² current at x = 0.8 a₀, and judge what each term contributes.

**Solution.** The values at this point are

dV/dx = −2.98783 hartree/a₀,  s = (0.048946, −0.110083, −0.038574) a₀⁻³.

As ∇V points along x, s×∇V = (0, s_z dV/dx, −s_y dV/dx) = (0, 0.11525, −0.32891). With 1/c² = 5.3251×10⁻⁵, half of this gives the spin–orbit row below. The other c⁻² parts, all in 10⁻⁶ atomic units of current density, are:

- convective: (6.197, −9.036, −2.520)
- spin-curl: (0, 2.048, −8.496)
- spin–orbit, s×∇V/(2c²): (0, 3.069, −8.757)
- kinetic partner: (8.271, −3.424, 5.282)

The sum is (14.468, −7.342, −14.491). It corrects a leading current of (−0.1481, 0.1322, 0.1095) atomic units, a relative change of the order of 10⁻⁴.

No part is negligible beside the others here. If s×∇V/(2c²) were the sole correction, the x component would be missed altogether and the y component would have the wrong sign.

The current j_n of (16) has the c⁻² part (10.332, −7.165, −12.754). By (18), half of the polarization part should be missing from it. In the x component the gap is 14.468 − 10.332 = 4.136, and half of 8.2706 is 4.135; they agree to rounding.

As an independent reference, the Dirac Hamiltonian of this model was diagonalized on a Fourier grid of 45 points, and φ was mapped to its positive-energy four-spinor without expansion in 1/c. The reference current minus the leading part is (14.464, −7.342, −14.489) in the same units. The largest component of the remaining difference is 3.3×10⁻⁹ atomic units, about 2×10⁻⁴ of the c⁻² correction in that component.

A stronger test is the scaling with c. When c is doubled from 60 to 120, the deviation of the formula, taken as a norm over the grid, falls by a factor 15.98. This is the behaviour of an error of order c⁻⁴. The density (15) and the rate ∂ₜρ compared with −∇·j scale in the same way. The deviation of j_n falls by a factor 3.995, as an error of order c⁻² should.

The gradient of V lies along x in this model, so s×∇V is transverse and has no divergence. The model's continuity check therefore says nothing about the spin–orbit coefficient. That coefficient is tested by the comparison of the y and z components with the Dirac reference above. It also enters the continuity equation of (17), which was checked by exact algebra with polynomial spinors and fields in three dimensions, evaluated at one point.

For the lowest eigenstate of the Pauli Hamiltonian in the same fields, among spinors of period L with the same k_y and k_z, the y components at this point are −2.278×10⁻⁶ for the spin–orbit term and +2.278×10⁻⁶ for its partner. This is the cancellation of part (h).

The total for the original spinor, (−0.14809, 0.13219, 0.10953) atomic units, corresponds to an electric current density −j of (3.503, −3.127, −2.591)×10¹⁷ A/m².

### (j) State where the result fails

Which steps limit the use of (13)?

**Solution.** The iteration for χ in part (b) needs momenta small compared with c, and i∂ₜ − V small compared with 2c². A constant added to V shifts i∂ₜ equally and does no harm. A deep local well does harm when the electron gains a momentum comparable with c in it. For the Coulomb energy −Z/r, the magnitude reaches 2c² at r = Z/(2c²). The local expansion fails well outside this radius, because (3) also uses the Pauli equation and the gradient of V. In the 1s state the term s×∇V/(2c²) equals the leading current ½∇×s at r = 1/(√2 c) ≈ 5×10⁻³ a₀, whatever Z is. The exact large component behaves as r^(γ−1)e^(−Zr) with γ − 1 ≈ −Z²/(2c²), and the relative error of (3) is then about Z/(4c⁴r³). For hydrogen this reaches one near r = 9×10⁻⁴ a₀, while Z/(2c²) is only 2.7×10⁻⁵ a₀. At the nucleus itself ∇V is singular. For a hydrogen-like state of orbital angular momentum l, D³φ behaves as r^(l−2), so it diverges for s and p states.

The cancellation of V in part (a), and again in part (g), needs a local potential. A non-local exchange operator would add terms to the current.

If A depends on time, ∂ₜu in part (d) gains the term σ·(∂ₜA)φ. In (10) and (11), ∇V is then replaced by ∇V − ∂ₜA, which is minus the full electric force on the electron.

Finally, (13) belongs to the φ fixed by (4). Another unitary choice at order c⁻² would in general change φ and the form of the operator together, and leave the Dirac current itself unchanged.

Numbers as computed

```
speed of light c = 137.035999 a.u.;  1/c^2 = 5.325135e-05 a.u.
period L = 4.0 a0; K = 1.570796 1/a0; grid points = 45
V amplitude = 2.0 hartree; A_y amplitude = 0.5 a.u.
transverse momenta k_y = 0.6, k_z = 0.3 a.u.
unnormalized spinor: (1 + 0.5i e^{iKx}, 0.3 + 0.6 e^{-iKx})
norm: one electron per period and per a0^2 of transverse area
point x = 0.8000 a0; dV/dx there = -2.987832 hartree/a0
n = 0.126498 a0^-3
s: (0.048946, -0.110083, -0.038574) a0^-3
Current at this point, components (x, y, z):
convective, order c^0: (-0.148106, 0.136053, 0.037950) a.u. [E_h/(hbar a0^2)]
spin-curl, order c^0: (0.000000, -0.003853, 0.071591) a.u. [E_h/(hbar a0^2)]
sum of order c^0: (-0.148106, 0.132199, 0.109541) a.u. [E_h/(hbar a0^2)]
convective, order c^-2: (6.1971e-06, -9.0355e-06, -2.5203e-06) a.u. [E_h/(hbar a0^2)]
spin-curl, order c^-2: (-0.0000e+00, 2.0481e-06, -8.4960e-06) a.u. [E_h/(hbar a0^2)]
spin-orbit s x grad V/(2c^2): (0.0000e+00, 3.0687e-06, -8.7574e-06) a.u. [E_h/(hbar a0^2)]
kinetic partner of spin-orbit: (8.2706e-06, -3.4236e-06, 5.2824e-06) a.u. [E_h/(hbar a0^2)]
polarization part (sum of last two): (8.2706e-06, -3.5492e-07, -3.4750e-06) a.u. [E_h/(hbar a0^2)]
sum of order c^-2: (1.4468e-05, -7.3424e-06, -1.4491e-05) a.u. [E_h/(hbar a0^2)]
exact decoupling minus order c^0: (1.4464e-05, -7.3420e-06, -1.4489e-05) a.u. [E_h/(hbar a0^2)]
exact minus formula through c^-2: (-3.3e-09, 4.1e-10, 2.3e-09) a.u. [E_h/(hbar a0^2)]
velocity operator of H, order c^-2: (1.0332e-05, -7.1649e-06, -1.2754e-05) a.u. [E_h/(hbar a0^2)]
total current through c^-2: (-0.14809114, 0.13219188, 0.10952627) a.u. [E_h/(hbar a0^2)]
electric current density: (3.50285e+17, -3.12678e+17, -2.59067e+17) A/m^2
density correction, formula = 2.6145e-06 a0^-3
density correction, exact decoupling = 2.6141e-06 a0^-3
d rho/dt, exact decoupling = -0.00605275 a.u.
-div j, formula = -0.00605274 a.u.
Deviation at c = 60 divided by deviation at c = 120 (16 means c^-4):
  current: 15.981
  density: 15.989
  density rate against -div j: 15.970
  Hamiltonian acting on phi: 15.980
  velocity-operator current (4 means c^-2): 3.995
Lowest Pauli eigenstate, energy = -1.010672 hartree, same point:
  spin-orbit term, y = -2.2784e-06 a.u. [E_h/(hbar a0^2)]
  kinetic partner, y = 2.2784e-06 a.u. [E_h/(hbar a0^2)]
```
